# Midgap Conductance Decay per Silicon in the Sandorfy C Model

**Question.** A long oligosilane chain bridges two metal electrodes, with the Fermi level in the middle of the gap between its filled and empty σ levels. In the Sandorfy C model, the coupling between two hybrids on the same silicon is 0.75 of the coupling between the two hybrids that form a Si–Si bond. How fast does the conductance fall with each added silicon, and how does this decay depend on the coupling ratio, the contacts, the level alignment and the conformation?

**Answer.**

## The model and what is being asked

Each silicon in the backbone uses two of its four sp³ hybrids for the chain. On silicon $j$, call the hybrid pointing left $a_j$ and the one pointing right $b_j$. The Sandorfy C model keeps two couplings:

- the bond coupling $t$, between $b_j$ and $a_{j+1}$, which makes the Si–Si σ bond;
- the geminal coupling $g$, between $a_j$ and $b_j$ on the same atom.

All hybrids are taken as orthogonal and equal in energy, and this energy is the zero of $E$. With positive lobes pointing outward along the bonds, both couplings are negative. Each hybrid contributes one electron, so the lower half of the levels is filled.

The geminal coupling is what makes σ electrons conjugate. If $g=0$, the chain is a row of isolated two-centre bonds and no electron passes from one to the next. The control parameter is

$$r=\left|\frac{g}{t}\right| ,\qquad 0<r<1 .$$

Transport is taken as coherent, at low bias, and without electron correlation beyond the effective couplings. The conductance is then $G=G_0T$, where $T$ is the transmission at the Fermi energy and $G_0=2e^2/h$ includes both spins. If $G\propto e^{-bN}$ for $N$ silicons, two different numbers could be called the decay per silicon: the dimensionless constant $b$, and the factor $e^{-b}$ by which each added silicon multiplies the conductance. Both are found below.

## Where midgap lies

In an infinite chain, let $A_j$ and $B_j$ be the amplitudes on $a_j$ and $b_j$. Each hybrid has two neighbours, so

$$EA_j=gB_j+tB_{j-1},\qquad EB_j=gA_j+tA_{j+1}.$$

For a Bloch wave, $A_j=Ae^{ikj}$ and $B_j=Be^{ikj}$, which gives

$$EA=(g+te^{-ik})B,\qquad EB=(g+te^{ik})A .$$

Multiplying the first equation by $E$ and inserting the second yields

$$E^2=(g+te^{-ik})(g+te^{ik})=t^2+g^2+2tg\cos k .$$

The levels come in pairs $\pm E$, so midgap is $E=0$. Since $tg>0$, $E^2$ is smallest at $k=\pi$, where it equals $(|t|-|g|)^2$. The gap is therefore

$$E_g=2(|t|-|g|).$$

## One factor of $r$ for each silicon

The end silicons are bonded to anchor groups. In the simplest description, each anchor contributes one hybrid, coupled to the chain by the same $t$. Call the left one $b_0$ and the right one $a_{N+1}$. The electrodes touch these two hybrids.

At $E=0$ the Green function of the isolated molecule is $(0-H)^{-1}=-H^{-1}$. Its element between the two ends follows from solving $H\phi=s$, where the source $s$ is 1 on $a_{N+1}$ and 0 elsewhere. The rows of this equation that belong to $a$ hybrids are

$$t\,\phi(b_N)=1,\qquad t\,\phi(b_{j-1})+g\,\phi(b_j)=0\quad(j=1,\dots,N).$$

The first gives $\phi(b_N)=1/t$. The others give $\phi(b_{j-1})=-(g/t)\,\phi(b_j)$. Going from $b_N$ to $b_0$ takes $N$ such steps, one per silicon, so

$$\phi(b_0)=\frac{(-g)^N}{t^{N+1}} .$$

The rows that belong to $b$ hybrids have no source. The row of $b_0$ reads $t\phi(a_1)=0$, and the row of $b_j$ reads $g\phi(a_j)+t\phi(a_{j+1})=0$. Hence $\phi$ vanishes on every $a$ hybrid, including $a_{N+1}$ itself. The isolated Green function thus has a zero diagonal element at the right end and, by mirror symmetry, at the left end. The element joining the ends is

$$D=-\frac{(-g)^N}{t^{N+1}} .$$

## From the Green function to the conductance

Let each electrode have a wide, featureless band. It then adds a self-energy $\Sigma=-i\Gamma/2$ to the hybrid it touches, where $\Gamma$ is the broadening. Write $\mathcal G$ for the Green function of the connected molecule, with L and R for its ends. Because the diagonal end elements of the isolated molecule vanish, Dyson's equation reduces to

$$\mathcal G_{LR}=D+D\Sigma\,\mathcal G_{RR},\qquad \mathcal G_{RR}=D\Sigma\,\mathcal G_{LR}.$$

Inserting the second into the first, and using $\Sigma^2=-\Gamma^2/4$,

$$\mathcal G_{LR}=\frac{D}{1-D^2\Sigma^2}=\frac{D}{1+\Gamma^2D^2/4}.$$

The transmission is $T=\Gamma^2|\mathcal G_{LR}|^2$. With $x=\Gamma|D|/2$ this becomes

$$T=\frac{4x^2}{(1+x^2)^2},\qquad x=\frac{\Gamma}{2|t|}\,r^N .$$

Adding one silicon multiplies $x$ by $r$. The decay between lengths $N$ and $N+1$ is therefore

$$-\ln\frac{T_{N+1}}{T_N}=2\ln\frac1r+2\ln\frac{1+r^2x^2}{1+x^2}.$$

The second term is about $-2(1-r^2)x^2$ for small $x$ and disappears as the chain grows. What remains is

$$b=2\ln\frac1r ,\qquad \frac{G_{N+1}}{G_N}\to r^2 .$$

The factor 2 arises because the conductance is the square of an amplitude. The electrode broadening, the overall energy scale and the signs of $t$ and $g$ do not enter $b$.

For $r=0.75$,

$$b=2\ln\frac{4}{3}=2\times0.2877=0.575\approx0.58,\qquad r^2=0.5625 .$$

The decay constant is 0.58 per silicon. The conductance itself is multiplied by 0.56, so each silicon removes about 44% of it. The two numbers lie close together by accident: for $r=0.5$ they would be 1.39 and 0.25.

## A junction with numbers

Take $t=-4$ eV, $g=-3$ eV and $\Gamma=1$ eV as round model parameters. Then $E_g=2(4-3)=2$ eV and $\Gamma/(2|t|)=0.125$. For four silicons,

$$x=0.125\times0.75^4=0.0396,\qquad T=\frac{4x^2}{(1+x^2)^2}=6.24\times10^{-3}.$$

With $G_0=77\,481$ nS, this is a conductance of 483 nS. The same formula gives 48.5 nS for $N=8$, 4.86 nS for $N=12$ and 0.486 nS for $N=16$. Four silicons cost a factor of $0.5625^{-4}=9.99$, so the conductance loses almost one decade for every four atoms. At $N=4$ the factor $(1+x^2)^{-2}$ changes $T$ by only $2x^2\approx0.3\%$, and with these contacts the asymptotic law holds from short lengths on.

To express the decay per length, choose as model inputs a Si–Si distance of 0.235 nm and a Si–Si–Si angle of 110°. In an all-anti zigzag, each bond makes an angle of 35° with the chain axis, so the chain advances by

$$0.235\ \text{nm}\times\sin55^\circ=0.1925\ \text{nm}$$

per silicon. The decay is then $0.5754/0.1925=2.99$ nm⁻¹, or about 3.0 nm⁻¹.

For comparison, an electron tunnelling through a rectangular vacuum barrier of height $\Phi$ has a conductance decay of $2\sqrt{2m\Phi}/\hbar$. For a rough $\Phi=5$ eV this is 22.9 nm⁻¹, more than seven times faster. Over the length of a long chain, direct tunnelling between the electrodes is negligible beside the σ path.

## Why the chain must be long

The contact can change the behaviour of short chains completely. Suppose the anchor hybrids are removed and the electrodes touch $a_1$ and $b_N$ directly, still with broadening $\Gamma$. The outermost coupling inside the molecule is now the weaker one, $g$.

Place the source on $b_N$. The rows of the $b$ hybrids become

$$g\,\phi(a_N)=1,\qquad g\,\phi(a_j)+t\,\phi(a_{j+1})=0\quad(j=1,\dots,N-1).$$

Now each step to the left multiplies by $-t/g$, which exceeds 1 in magnitude. After $N-1$ steps,

$$\phi(a_1)=\frac{(-t)^{N-1}}{g^N}.$$

The rows of the $a$ hybrids again force $\phi=0$ on every $b$ hybrid, so the diagonal end elements vanish and the formula for $T$ keeps its form. Its argument is now

$$x'=\frac{\Gamma}{2}\,\frac{|t|^{N-1}}{|g|^N}=\frac{\Gamma}{2|t|}\,r^{-N}.$$

This grows with length. Adding a silicon takes $x'$ to $x'/r$, and $T$ is unchanged under $x'\to1/x'$, so the added silicon raises the conductance as long as $x'<\sqrt r=0.87$. For the parameters above, the local decay between $N=2$ and $N=3$ is $-0.50$ per silicon, which is growth. The maximum of $T$ lies at $x'=1$, or $N=\ln 8/\ln(4/3)=7.2$. The nearest whole length, $N=7$, has $T=0.996$. Well beyond it, where $x'\gg1$, $T\approx4/x'^2\propto r^{2N}$ and the decay constant returns to $2\ln(1/r)=0.575$. The approach is slow: the local decay is 0.42 at $N=10$, 0.565 at $N=15$ and 0.575 at $N=20$.

The reason is a pair of end states. At $E=0$ the chain equation $gA_j+tA_{j+1}=0$ has a solution that starts on $a_1$ and shrinks by $r$ per silicon; its mirror image starts on $b_N$. Chemically, these are dangling hybrids with no bonding partner.

In a finite chain the two states mix. The left state, normalized as for a long chain, has $A_1^2=1-r^2$. It fails to satisfy the chain equations only at $b_N$, where the residue is $gA_N$. Projecting this on the right state gives a coupling

$$(1-r^2)\,|g|\,r^{N-1}.$$

For $N=20$ this is $0.4375\times3\times0.75^{19}=0.0055$ eV. Diagonalizing the 40-hybrid chain gives its lowest levels at ±0.0055 eV, well inside the gap. With the anchor hybrids restored, the lowest level of the same chain lies at 1.09 eV from midgap, outside the gap edge at 1 eV. Both kinds of contact share the asymptotic $b$, but the length at which it sets in depends on the contact.

## Moving the Fermi level away from midgap

Inside the gap no real $k$ satisfies the dispersion relation. Setting $k=\pi+i\kappa$ gives $\cos k=-\cosh\kappa$, and with $tg>0$

$$\cosh\kappa=\frac{t^2+g^2-E^2}{2|tg|},\qquad b(E)=2\kappa .$$

At $E=0$ the right-hand side is $(r^{-1}+r)/2$, which is $\cosh\ln(1/r)$, so the earlier result is recovered. Any $E\neq0$ lowers $\cosh\kappa$. Within this model midgap therefore has the largest decay in the gap, and $b$ falls to zero at the band edges.

For small $E$, write $\kappa=\ln(1/r)+\delta$. To first order, $\delta\,\sinh\ln(1/r)=-E^2/(2|tg|)$. Since $2|tg|\sinh\ln(1/r)=|tg|(r^{-1}-r)=t^2-g^2$,

$$b(E)\approx 2\ln\frac1r-\frac{2E^2}{t^2-g^2}.$$

With $t^2-g^2=7$ eV², an offset of 0.25 eV lowers $b$ by 0.018. The full formula gives 0.557 at 0.25 eV, 0.499 at 0.5 eV and 0.346 at 0.8 eV. Unlike the midgap value, these depend on the energy scale as well as on $r$.

Temperature spreads the electron energies around the Fermi level. The derivative of the Fermi function has a mean square energy of $\pi^2(k_BT_e)^2/3$, where $T_e$ is the temperature. Placed in the quadratic term, this lowers $b$ by $2\pi^2(k_BT_e)^2/[3(t^2-g^2)]$, or $6.3\times10^{-4}$ at 300 K. Numerical integration of the transmission over the thermal window gives $6.4\times10^{-4}$ between $N=10$ and $N=11$. Thermal smearing of coherent transport is thus unimportant at these lengths. It is not unimportant at every length. Electrons in the tail of the Fermi function reach the band edge with a weight of order $e^{-E_g/2k_BT_e}=e^{-38.7}$ and pass without decay, so they overtake the midgap tunnelling near $N\approx38.7/0.575\approx67$. In this model at 300 K the local decay is still 0.575 at $N=50$, falls to 0.31 at $N=65$ and vanishes by $N=80$, where the averaged transmission levels off near $2\times10^{-18}$. Inelastic hopping is a different process and is not included.

## Conformation and the vicinal coupling

The Sandorfy C model does not know the dihedral angles of the chain. The leading term that does is the vicinal coupling $v$ between $a_j$ and $b_{j+1}$, the two hybrids on either side of a Si–Si bond that take no part in it. Their p components perpendicular to the bond are parallel in the syn conformation and antiparallel in the anti conformation. The π-type part of $v$ therefore changes sign between them: negative (bonding) for syn, positive for anti.

This coupling still joins $a$ to $b$ hybrids, so midgap stays at $E=0$ and the diagonal end elements still vanish. With the source again on $a_{N+1}$, the interior rows are

$$t\,\phi(b_{j-1})+g\,\phi(b_j)+v\,\phi(b_{j+1})=0 .$$

A solution $\phi(b_j)\propto z^j$ requires

$$t+gz+vz^2=0 .$$

Each step to the left multiplies the solution by $1/z$, so over many steps the root of smaller modulus dominates, and $b=2\ln|z|$. When $v\to0$ this root is $-t/g$, as before.

Neglect the smaller part of $v$ that keeps its sign, and let $v=\pm0.4$ eV, a tenth of the bond coupling. For an all-anti chain,

$$0.4z^2-3z-4=0,\qquad z=\frac{3-\sqrt{9+6.4}}{0.8}=-1.155,\qquad b=0.289 .$$

For a chain with the syn sign at every bond,

$$0.4z^2+3z+4=0,\qquad z=\frac{-3+\sqrt{9-6.4}}{0.8}=-1.734,\qquad b=1.10 .$$

A coupling of one tenth halves the decay or nearly doubles it. To first order in $v$, the root is $z\approx-(t/g)(1+vt/g^2)$, so $b$ changes by $2vt/g^2=\mp0.36$. In terms of $r$ the shift has magnitude $2|v/t|/r^2$, so the small ratio $|v/t|=0.1$ is multiplied by $2/r^2=3.6$. The gap changes as well: at $k=\pi$ the band edge is $|g-t-v|$, which gives gaps of 1.2 eV for anti and 2.8 eV for syn. The uniform syn chain is a limiting comparison, not a proposed structure for a long molecule.

## How far the estimate applies to real oligosilanes

The result is sensitive to its one input. Since $db/dr=-2/r$, a ratio of 0.70 gives $b=0.71$ and a ratio of 0.80 gives 0.45. The value 0.75 is high compared with a simple atomic estimate. Two sp³ hybrids on one atom have $g=(\varepsilon_s-\varepsilon_p)/4$, because they share s weight $1/4$ and their p parts contribute $\frac34\cos109.5^\circ=-\frac14$. For silicon the s–p separation is roughly 7 eV, so $g\approx-1.75$ eV. With $t=-4$ eV this means $r\approx0.44$ and $b\approx1.7$.

The gap points the same way. Polysilanes have gaps of roughly 4 eV, twice the model value here; keeping $r=0.75$ would require $|t|=8$ eV. A ratio of 0.75 is therefore best read as an effective parameter.

Measured decays for short methylated oligosilanes are roughly 3 to 4 nm⁻¹, differing between series with different end groups, the same order as the model's 3.0 nm⁻¹. This agreement does not confirm the ratio, because real junctions break two assumptions that also move $b$. Their Fermi level need not lie at midgap: with the example's couplings, a 0.5 eV offset lowers $b$ from 0.58 to 0.50. Their dihedral angles matter too: the vicinal terms above span 0.29 to 1.10. The two side bonds of each silicon, hybrid overlap, couplings between like hybrids on neighbouring atoms and electron correlation are also left out. The side hybrids sit on the same atom as the backbone hybrids and couple to them geminally, so they too can shift both the gap and $b$. None of these effects has been estimated here. The value 0.58 per silicon belongs to the bare Sandorfy C chain at midgap with $r=0.75$.

All numerical values are calculated from the stated model.
